# How smearing width controls the density of states at van Hove singularities

A calculation of the density of states $D(E)$ by smearing the levels of a $k$-mesh needs a width $\sigma$, and the mesh must be fine enough for that width. Where $D$ is smooth on the scale of $\sigma$, that is many widths away from any singularity, the error of Gaussian smearing falls as $\sigma^2$. At a van Hove singularity the smeared value grows as $\sigma^{-1/2}$ (one-dimensional edge), grows as $\ln(1/\sigma)$ (two-dimensional saddle), or converges as $\sqrt\sigma$ (three-dimensional kink). These laws decide whether a computed peak height or $D(E_F)$ describes the band or the smearing, and what a smaller width costs.

## Conventions

Atomic units ($\hbar=m_e=1$) are used in the algebra, and $D$ is per cell and per spin. For a converged mesh, replacing $\delta(E-\varepsilon_{\mathbf k})$ by a kernel gives
$$D_\sigma(E)=\int D(E')\,\frac1\sigma\,k\!\left(\frac{E-E'}{\sigma}\right)dE',$$
with $k$ even and of unit area. The main kernel is $g(u)=e^{-u^2/2}/\sqrt{2\pi}$, so $\sigma$ is the standard deviation; a code that uses $e^{-x^2/w^2}$ has $w=\sqrt2\,\sigma$. The critical point has energy $E_0$ and $\epsilon=E-E_0$. It is non-degenerate, meaning that all masses $m_i$ (inverse magnitudes of the principal curvatures) are finite. The results need $\sigma$ small against the bandwidth and against the distance to the next critical energy.

## Singular forms of the unsmeared density

Near the point the band is $E_0+\sum_i\pm q_i^2/2m_i$. With $q_i=\sqrt{2m_i}\,x_i$ the measure $\Omega\,d^dq/(2\pi)^d$, $\Omega$ being the cell length, area or volume, gains the factor $\prod_i\sqrt{2m_i}$. Let $n$ equivalent points share $E_0$.

At a minimum in one dimension, $\int dx\,\delta(\epsilon-x^2)=\epsilon^{-1/2}$, from two roots of weight $1/(2\sqrt\epsilon)$. Hence $D=A\,\epsilon^{-1/2}$ for $\epsilon>0$, with $A=n\Omega\sqrt{2m}/2\pi$.

At a two-dimensional saddle put $u=x-y$, $v=x+y$, so $dx\,dy=\tfrac12du\,dv$ and $x^2-y^2=uv$. The $v$ integral of $\delta(\epsilon-uv)$ gives $1/|u|$. Inside $|u|,|v|<L$ the range is $|\epsilon|/L<|u|<L$ for both signs of $u$, so the integral is $\tfrac12\cdot2\ln(L^2/|\epsilon|)$. Hence $D=B\ln(\Lambda/|\epsilon|)$ with $B=n\Omega\sqrt{m_1m_2}/2\pi^2$. The energy $\Lambda$ absorbs the rest of the zone and is not fixed by the masses.

In three dimensions let $\rho^2=x^2+y^2$, so $dx\,dy=\pi\,d\rho^2$. At a minimum ($M_0$), $\pi\int dz\,\theta(\epsilon-z^2)=2\pi\sqrt\epsilon$. At a saddle with one negative curvature ($M_1$) the argument of $\delta$ is $\epsilon-\rho^2+z^2$, and $\pi\int_{-L}^{L}dz\,\theta(\epsilon+z^2)$ equals $2\pi L$ for $\epsilon>0$ and $2\pi(L-\sqrt{-\epsilon})$ for $\epsilon<0$. The prefactor $n\Omega\,2^{3/2}\sqrt{m_1m_2m_3}/(2\pi)^3$ gives $C=n\Omega\sqrt{2m_1m_2m_3}/2\pi^2$ in both cases. The singular term is $+C\sqrt\epsilon$ above $M_0$ and $-C\sqrt{-\epsilon}$ below $M_1$. Reversing the band gives $-C\sqrt{\epsilon}$ above $M_2$ and $+C\sqrt{-\epsilon}$ below $M_3$.

## Leading laws at the singular energy

Set $E=E_0$ and $\epsilon=\sigma u$. A one-sided power $|\epsilon|^p$ smears to $c_p\sigma^p$, and $\ln|\epsilon|$ to $\ln\sigma+\ell$, where
$$c_p=\int_0^\infty u^pk(u)\,du,\qquad \ell=2\int_0^\infty\ln u\;k(u)\,du=2\,\frac{dc_p}{dp}\Big|_{p=0}.$$
The analytic part of $D$ is Taylor expanded: the linear term vanishes because $k$ is even, and the quadratic term gives $\tfrac12\sigma^2D''\langle u^2\rangle$ with $\langle u^2\rangle=2c_2$. At leading order,
$$D_\sigma(E_0)=A\,c_{-1/2}\,\sigma^{-1/2},\qquad D_\sigma(E_0)=B\Big[\ln\frac\Lambda\sigma-\ell\Big],$$
$$D_\sigma(E_0)-D(E_0)=\pm C\,c_{1/2}\sqrt\sigma ,$$
with plus at $M_0,M_3$ and minus at $M_1,M_2$. The first two heights have no limit as $\sigma\to0$, so a reported peak height needs its width beside it.

For the Gaussian, $s=u^2/2$ gives $u^p\,du=2^{(p-1)/2}s^{(p-1)/2}ds$, so
$$c_p=\frac{2^{(p-1)/2}\,\Gamma\!\big(\tfrac{p+1}2\big)}{\sqrt{2\pi}},\qquad c_{p+2}=(p+1)c_p .$$
Since $c_0=\tfrac12$, $\ell$ is the logarithmic derivative $\tfrac12\ln2+\tfrac12\psi(\tfrac12)$, and the digamma value $\psi(\tfrac12)=-\gamma-2\ln2$ ($\gamma$ is Euler's constant) gives $\ell=-(\gamma+\ln2)/2$. Numerically $c_{-1/2}=0.8600$, $c_{1/2}=0.4111$, $c_{3/2}=0.4300$, $\ell=-0.6352$.

The first-order Methfessel–Paxton kernel $g(u)(3-u^2)/2$ has moments $\tfrac32c_p-\tfrac12(p+1)c_p=c_p(1-p/2)$. Differentiating $2c_p(1-p/2)$ at $p=0$ lowers $\ell$ by $c_0=\tfrac12$. The factor vanishes at $p=2$, which removes the $\sigma^2$ error, but it is $\tfrac34$ at $p=\tfrac12$, so three quarters of the kink bias survives.

The Fermi–Dirac kernel, with $\sigma=k_BT$, is $\tfrac14\,\mathrm{sech}^2(u/2)=\sum_{j\ge1}(-1)^{j+1}j\,e^{-ju}$ for $u>0$. Each term integrates to $(-1)^{j+1}\Gamma(p+1)j^{-p}$, so $c_p=\Gamma(p+1)\eta(p)$ with the Dirichlet function $\eta(p)=\sum_j(-1)^{j+1}j^{-p}$; both sides are analytic for $p>-1$, which extends the formula to $p=-\tfrac12$. With $\Gamma'(1)=-\gamma$, $\eta(0)=\tfrac12$ and $\eta'(0)=\tfrac12\ln(\pi/2)$, $\ell=\ln(\pi/2)-\gamma$. The moments at $p=-\tfrac12,\tfrac12,\tfrac32$ and $\ell$ are tested by quadrature for all three kernels.

## A solvable band

The first correction depends on the band beyond quadratic order, so a model is needed: $\varepsilon_{\mathbf k}=-2t\sum_{i=1}^d\cos k_ia$ on the chain, square and simple cubic lattices. Each curvature at $k_i=0,\pi/a$ has magnitude $2ta^2$, so $m=1/2ta^2$. The chain edge at $-2t$ has $n=1$, the square saddle at $0$ has $n=2$, and the cubic $M_0$ at $-6t$ and $M_1$ at $-2t$ have $n=1$ and $3$:
$$A=\frac1{2\pi\sqrt t},\quad B=\frac1{2\pi^2t},\quad C(M_0)=\frac1{4\pi^2t^{3/2}},\quad C(M_1)=3C(M_0).$$

For the chain, two roots of weight $a/(2\pi|d\varepsilon/dk|)$ give $D_1=1/\pi\sqrt{4t^2-E^2}$. Band energies add, so $D_2(E)=\int D_1(x)D_1(E-x)\,dx$. For $E>0$ put $x=E/2+v$, $\alpha=2t-E/2$, $\beta=2t+E/2$. The four linear factors under the roots regroup as $(\alpha^2-v^2)(\beta^2-v^2)$ with $|v|<\alpha$, and $v=\alpha\cos\theta$ gives
$$D_2=\frac{2}{\pi^2\beta}\int_0^{\pi/2}\frac{d\theta}{\sqrt{\sin^2\theta+\kappa^2\cos^2\theta}},\qquad \kappa^2=1-\frac{\alpha^2}{\beta^2}=\frac{4tE}{\beta^2}.$$
For small $E$, $\beta\to2t$ and $\kappa^2\to E/t$. Split at $\kappa\ll\delta\ll1$: the lower piece is $\operatorname{arsinh}(\delta/\kappa)\simeq\ln(2\delta/\kappa)$, the upper is $-\ln\tan(\delta/2)\simeq\ln(2/\delta)$, and the sum is $\ln(4/\kappa)=\tfrac12\ln(16t/E)$. Then $D_2\simeq\ln(16t/E)/2\pi^2t$, which reproduces $B$ and fixes $\Lambda=16t$.

Writing the kernel as a Fourier integral with $\hat k(s)=\int k(u)e^{-isu}du$ makes the zone average factorize:
$$D_\sigma(E)=\frac1{2\pi}\int d\tau\,e^{iE\tau}\,\hat k(\sigma\tau)\,\phi(\tau)^d,\qquad \phi(\tau)=\int D_1(E)e^{-iE\tau}dE=J_0(2t\tau).$$
For the Gaussian $\hat k=e^{-s^2/2}$. This integral supplies the values called exact below; it is tested against direct $k$ sums.

## First corrections

Near the lower chain edge $4t^2-E^2=4t\epsilon(1-\epsilon/4t)$, so $D_1=A\epsilon^{-1/2}(1+\epsilon/8t+\dots)$. Singularities in energy are set by large $|\tau|$, where the transform pair $\epsilon^p\theta(\epsilon)\leftrightarrow\Gamma(p+1)(i\tau)^{-p-1}$ applies, with $i\to-i$ for $(-\epsilon)^p\theta(-\epsilon)$. Using $\Gamma(\tfrac32)/\Gamma(\tfrac12)=\tfrac12$, the lower edge contributes
$$\phi_-=e^{2it\tau}A\sqrt\pi\,(i\tau)^{-1/2}(1+w),\qquad w=\frac1{16t\,i\tau},$$
and the upper edge the complex conjugate $\phi_+$, which carries $e^{-2it\tau}(-i\tau)^{-1/2}(1-w)$. In $(\phi_-+\phi_+)^d$ the term whose phase cancels $e^{iE\tau}$ at $E=E_0$ produces the singularity there; the other terms oscillate at $E_0$ and give the smooth part.

At $M_1$ the term is $3\phi_-^2\phi_+$, with phase $e^{2it\tau}$ and correction $(1+w)^2(1-w)\simeq1+w$. Since $(i\tau)^{-1}=-(-i\tau)^{-1}$, it equals
$$-3A^3\pi^{3/2}\Big[(-i\tau)^{-3/2}-\frac{(-i\tau)^{-5/2}}{16t}\Big]e^{2it\tau}.$$
Inverting gives $-3A^3\pi^{3/2}\big[|\epsilon|^{1/2}/\Gamma(\tfrac32)-|\epsilon|^{3/2}/16t\,\Gamma(\tfrac52)\big]$ for $\epsilon<0$. The leading coefficient $6\pi A^3=3/4\pi^2t^{3/2}$ confirms $C(M_1)$ with its sign and side, and $\Gamma(\tfrac32)/\Gamma(\tfrac52)=\tfrac23$ gives $-C|\epsilon|^{1/2}(1-|\epsilon|/24t)$. At $M_0$ the term $\phi_-^3$ carries $1+3w$, and $\tfrac3{16}\cdot\tfrac23=\tfrac18$ gives the factor $1+\epsilon/8t$. At the square saddle $2\phi_-\phi_+\propto|\tau|^{-1}(1+w)(1-w)$ has no first-order term. The next term is $|\tau|^{-3}$, whose second $\epsilon$ derivative is again the logarithm, so the correction to $D_2$ is of order $\epsilon^2\ln|\epsilon|$.

Smearing term by term, with $r=\sigma/t$, in this model
$$D_\sigma^{1D}=\frac{Ac_{-1/2}}{\sqrt\sigma}\Big[1+\frac{r\,c_{1/2}}{8c_{-1/2}}+O(r^2)\Big],\qquad D_\sigma^{2D}=B\Big[\ln\frac{16t}\sigma-\ell\Big]\big[1+O(r^2)\big],$$
$$D_\sigma-D\,\big|_{M_1}=-Cc_{1/2}\sqrt\sigma\Big[1-\frac{r\,c_{3/2}}{24c_{1/2}}+O(r^{3/2})\Big].$$
The $r^{3/2}$ remainder is the smooth $\sigma^2$ term divided by $\sqrt\sigma$. At $M_0$ the bracket is $1+r\,c_{3/2}/8c_{1/2}$. The numerical check tests the three displayed formulas for all three kernels at $r=0.1,\,0.03,\,0.01$, with relative tolerances $0.05r^2$, $0.06r^2$ and $0.1r^{3/2}$, and the $M_0$ formula for the Gaussian.

## Away from the singular energy

Let $y=(E-E_0)/\sigma$, keep the Gaussian, and define $f(y)=\int_0^\infty u^{-1/2}g(u-y)\,du$ and $h(y)=\int_0^\infty u^{1/2}g(u-y)\,du$. Since $\partial_yg(u-y)=(u-y)g$, $f'=h-yf$. Since also $\partial_yg=-\partial_ug$, integration by parts gives $h'=f/2$. Therefore $f''=-f/2-yf'$.

At the chain edge $D_\sigma=A\sigma^{-1/2}[f+rh/8]$. The states lie above $E_0$, and $f'(0)=c_{1/2}>0$ places the maximum inside the band. The root of $f'=0$ is $y^*=0.7650$, with $f(y^*)=1.0211$. There $f''=-f/2$ and $h=y^*f$, so the correction shifts the peak by $-(r/8)h'/f''=r/8$, a tested result, and raises it by the factor $1+ry^*/8$.

At $M_1$ the singular states lie below $E_0$, so $D_\sigma=D(E_0)-C\sqrt\sigma\,h(-y)$ at leading order, and the bias is
$$D_\sigma(E)-D(E)=-C\sqrt\sigma\,S(y),\qquad S(y)=h(-y)-\sqrt{-y}\,\theta(-y).$$
For $y>0$, $S$ is positive and falls with the Gaussian tail. For $y\to-\infty$, Taylor expansion of $\sqrt u$ about $|y|$ gives $S\to\tfrac12\,d^2\sqrt u/du^2=-|y|^{-3/2}/8$, tested at $y=-8$, so the bias becomes $+C\sigma^2|\epsilon|^{-3/2}/8$, the kink's share of $\sigma^2D''/2$. At leading order the bias changes sign at $y=-0.30$; a few widths above $E_0$, where $S$ has decayed, the smooth $\sigma^2$ term sets its sign instead. For a Fermi level within about $\sigma$ of the kink the bias therefore has the scale $C\sqrt\sigma$, but its coefficient is $S(y)$, which equals $c_{1/2}$ at $y=0$ and is $+0.10$ at $y=+1$ and $-0.10$ at $y=-1$; for $E_F$ at a fixed distance, reducing $\sigma$ sends $|y|$ to infinity and the $\sigma^2$ law takes over.

## Fixed electron count

A self-consistent calculation fixes the count $N$ and lets $\mu$ move. Suppose the unsmeared $E_F$ lies at $M_1$, with $D_0=D(E_0)>0$ and $N_0=N(E_0)$. Integrating $D$ gives $N=N_0+D_0\epsilon+\tfrac23C(-\epsilon)^{3/2}\theta(-\epsilon)+O(\epsilon^2)$, so $N_\sigma(E_0)=N_0+\tfrac23Cc_{3/2}\sigma^{3/2}$. Restoring $N_0$ with slope $D_0$ gives
$$\delta\mu=-\frac{2Cc_{3/2}\,\sigma^{3/2}}{3D_0}.$$
Here $\delta\mu/\sigma\propto\sqrt\sigma$ is small, so linearization holds. The slope of $D_\sigma$ at $y=0$ is $+C\sigma^{-1/2}h'(0)=Cc_{-1/2}/2\sqrt\sigma$, and the extra bias is $-C^2c_{-1/2}c_{3/2}\sigma/3D_0$, of order $\sigma$. Both formulas have relative corrections of order $\sqrt r$, from $D_\sigma(E_0)\ne D_0$, from the $\epsilon^2$ term of $N$ and, for the extra bias, from the curvature of $h$ over the shift $\delta\mu/\sigma$. At a three-dimensional band edge $D_0=0$ and this argument fails.

## Cost of the mesh

On $N$ equally spaced points per direction, $e^{ix\cos ka}=\sum_ni^nJ_n(x)e^{inka}$ averages to the terms with $n$ a multiple of $N$, so $J_0(2t\tau)$ is joined by $J_N(2t\tau)$ and higher aliases. The phase in $J_N(x)=\frac1{2\pi}\int_{-\pi}^{\pi}e^{i(x\sin\vartheta-N\vartheta)}d\vartheta$ has no stationary point for $x<N$, so the alias switches on near $\tau=N/2t$, where the Gaussian weight is $e^{-q^2/2}$ with $q=N\sigma/2t$. Where the surface $\varepsilon_{\mathbf k}=E$ crosses the zone with velocities of order $2ta$, as it does at the square saddle, at $M_1$ and $M_2$, and inside the band, comparable accuracy needs roughly comparable $q$, so $N\propto t/\sigma$. Halving the $M_1$ bias takes $\sigma/4$, hence at fixed $q$ $4N$ and $4^3=64$ times the points on a uniform mesh. At an isolated band edge (the chain edge, $M_0$, $M_3$) only points with $|\mathbf k-\mathbf k_0|\,a\lesssim\sqrt{\sigma/t}$ fall under the kernel, so for $D_\sigma$ at that energy $N\propto\sqrt{t/\sigma}$ suffices, and $\sigma/4$ costs about $2N$, or $8$ times the points in three dimensions.

## Worked example

Take the round model parameters $t=0.5$ eV and $a=3$ Å, so $|m|=0.847\,m_e$, $A=0.22508$ eV$^{-1/2}$, $B=0.10132$ eV$^{-1}$, $\Lambda=8$ eV, $C(M_1)=0.21493$ eV$^{-3/2}$, and $D_0=0.28940$ eV$^{-1}$ from quadrature of $D_2$ over the third direction. Let the Gaussian width be $\sigma=0.05$ eV, so $r=0.1$ and $\sqrt\sigma=0.22361$ eV$^{1/2}$.

At the chain edge $0.22508\times0.8600/0.22361=0.8657$ eV$^{-1}$. The factor $1+0.1\times0.4111/(8\times0.8600)=1.0060$ gives $0.8709$ against the exact $0.8710$. The peak is predicted at $y=0.7650+0.0125=0.7775$ with height $1.0279\times(1+0.1\times0.7650/8)=1.0377$ eV$^{-1}$; the exact values are $0.7781$ and $1.0380$.

At the square saddle $0.10132\times(\ln160+0.6352)=0.5786$ eV$^{-1}$, equal to the exact value to these digits.

At $M_1$ the leading bias is $-0.21493\times0.4111\times0.22361=-0.01976$ eV$^{-1}$. The factor $1-0.1\times0.4300/(24\times0.4111)=0.9956$ gives $-0.01967$ against the exact $-0.01966$, which is $-6.8\,\%$ of $D_0$. Thus $D_\sigma=0.2697$ eV$^{-1}$ (7.340 Ha$^{-1}$) replaces $0.2894$ eV$^{-1}$ (7.875 Ha$^{-1}$). Exact values for three widths, in eV$^{-1}$:

| $\sigma$ (eV) | edge | saddle | $M_1$ bias |
|---|---|---|---|
| 0.05 | 0.8710 | 0.5786 | $-0.01966$ |
| 0.025 | 1.2280 | 0.6488 | $-0.01394$ |
| 0.0125 | 1.7340 | 0.7190 | $-0.00987$ |

Quartering $\sigma$ multiplies the edge value by $1.991$ and the bias by $0.502$, and raises the saddle by $0.1404$ against $B\ln4=0.1405$. At the same nominal $\sigma=0.05$ eV the exact $M_1$ bias is $-0.0148$ eV$^{-1}$ for Methfessel–Paxton and $-0.0255$ eV$^{-1}$ for Fermi–Dirac.

The position of $E_F$ changes the bias strongly. The exact Gaussian values are $-0.0050$ eV$^{-1}$ at $y=+1$, $+0.0049$ at $y=-1$ and $+0.0014$ at $y=-3$. At $E=-1.5$ eV, where $y=-10$, the smooth law gives $0.05^2\times0.1577/2=1.97\times10^{-4}$ eV$^{-1}$ against the exact $1.99\times10^{-4}$, which is $0.13\,\%$ of $D=0.14755$ eV$^{-1}$ there.

At fixed count, $\delta\mu=-\tfrac23\times0.21493\times0.4300\times0.05^{3/2}/0.28940=-2.38\times10^{-3}$ eV. The exact shift is $-2.51\times10^{-3}$ eV, so the estimate is $5\,\%$ short of it, a larger miss than for the other laws, as the $\sqrt r$ correction allows. The exact extra bias, $-1.0\times10^{-3}$ eV$^{-1}$, is $5\,\%$ of the main bias.

To hold the $M_1$ bias at $5\,\%$ of $D_0$, invert the leading law: $\sigma=[0.05\times0.28940/(0.21493\times0.4111)]^2=0.0268$ eV, against the exact $0.0270$ eV. For $\sigma=0.1,\,0.05,\,0.025$ eV the mesh error at $M_1$, relative to the converged $D_\sigma$, is $7$ to $10\,\%$ at $q=1$ and $1$ to $2\times10^{-5}$ at $q=4$. The choice $q=4$, sufficient in these three cases though not shown to be minimal, means $N=8t/\sigma\approx150$ points per direction for the $5\,\%$ target and about $600$ for $2.5\,\%$.

## Table of computed values

```
t = 0.5 eV, a = 3.0 A; D per cell and spin
|m| = 0.8467 m_e
A = 0.22508 eV^-1/2, B = 0.10132 1/eV, Lambda = 8.0 eV
C(M0) = 0.07164, C(M1) = 0.21493 eV^-3/2
3D: E(M1) = -1.00 eV, D(M1) = 0.28940 1/eV, N(M1) = 0.213330
3D: D(0) = 0.28535 1/eV
G: c(-1/2)=0.8600 c(1/2)=0.4111 c(3/2)=0.4300 l=-0.6352
MP: c(-1/2)=1.0750 c(1/2)=0.3083 c(3/2)=0.1075 l=-1.1352
FD: c(-1/2)=0.6737 c(1/2)=0.5361 c(3/2)=1.0171 l=-0.1256
1D peak: y* = 0.7650, F(-1/2,-y*) = 1.0211
Gaussian s = 0.05 eV (leading estimate | exact, 1/eV)
  1D edge   0.8657 | 0.8710
  1D peak   1.0279 | 1.0380 at y = 0.7781
  2D saddle 0.5786 | 0.5786
  M1 bias   -0.01976 | -0.01966 (-6.79 %)
Gaussian s = 0.025 eV (leading estimate | exact, 1/eV)
  1D edge   1.2243 | 1.2280
  1D peak   1.4536 | 1.4607 at y = 0.7714
  2D saddle 0.6488 | 0.6488
  M1 bias   -0.01397 | -0.01394 (-4.82 %)
Gaussian s = 0.0125 eV (leading estimate | exact, 1/eV)
  1D edge   1.7314 | 1.7340
  1D peak   2.0557 | 2.0607 at y = 0.7681
  2D saddle 0.7190 | 0.7190
  M1 bias   -0.00988 | -0.00987 (-3.41 %)
s 0.05->0.0125: 1D ratio 1.9909, M1 bias ratio 0.5018
  2D rise 0.14041, B ln4 = 0.14046 1/eV
At s = 0.05 eV:
  M1: D_s = 0.26974 1/eV = 7.3399 1/Ha; D = 7.8749 1/Ha
  M0: D_s est 0.00659 | exact 0.00667 1/eV
  MP exact: 1D 1.0860, 2D 0.6292, M1 bias -0.01480 1/eV
  MP est:   1D 1.0821, 2D 0.6292, M1 bias -0.01482 1/eV
  FD exact: 1D 0.6852, 2D 0.5271, M1 bias -0.02554 1/eV
  FD est:   1D 0.6782, 2D 0.5270, M1 bias -0.02576 1/eV
  y=-3: shape -0.0279, bias est +0.00134 | exact +0.00138 1/eV
  y=-1: shape -0.0994, bias est +0.00478 | exact +0.00486 1/eV
  y=+1: shape +0.1042, bias est -0.00501 | exact -0.00498 1/eV
  bias changes sign at y = -0.3013
  E = -1.5 eV: D = 0.14755 1/eV, D'' = 0.1577 eV^-3
  bias there est 1.971e-04 | exact 1.990e-04 1/eV
  fixed count: dmu est -2.380e-03 | exact -2.510e-03 eV
  extra bias est -9.839e-04 | exact -1.022e-03 1/eV
s for 5 % M1 bias: est 0.02682 | exact 0.02696 eV
mesh rel. error at M1, s=0.1 eV: N=10 +9.55e-02, N=40 +1.58e-05
mesh rel. error at M1, s=0.05 eV: N=20 +7.46e-02, N=80 +1.68e-05
mesh rel. error at M1, s=0.025 eV: N=40 +9.81e-02, N=160 +1.08e-05
```
